# The oxygen reference energy from water, hydrogen and a measured free energy

## Problem

The energy gained when oxygen sticks to a surface or forms an oxide is counted from the energy of free O$_2$. An approximate density functional may describe that molecule poorly, so its energy is to be inferred from water, hydrogen and one measured number. The reaction

$$2\,\mathrm{H_2}+\mathrm{O_2}\rightarrow 2\,\mathrm{H_2O(liquid)}$$

releases a free energy $W=4.92$ eV per O$_2$ at $T=298.15$ K, with both gases at 1 bar.

Let $E(X)$ be the electronic energy of molecule $X$ at its potential minimum, without zero-point motion. The minima are located with PBE/def2-SVP, and the energies are then calculated at those geometries with PBE/def2-TZVP:

$$E(\mathrm{H_2})=-1.165737,\qquad E(\mathrm{H_2O})=-76.376637\ \text{hartree}.$$

Find the electronic energy $E_{\rm ref}(\mathrm{O_2})$ that makes the calculated reaction free energy equal to $-W$. Determine how much zero-point energy, thermal enthalpy and entropy contribute, and compare the result with the directly calculated $E(\mathrm{O_2})$.

The molecules are treated as ideal gases of rigid rotors with harmonic vibrations. Liquid water is replaced by vapour at its saturation pressure, for which the rough measured value $p_s=0.032$ bar is used. Formulas are in Hartree atomic units, with $\hbar=1$; thermal energies are quoted in eV, with $kT=0.02569$ eV.

## First estimate by scaling

A free energy per molecule is the electronic energy plus a correction $g$ for nuclear motion and spin:

$$G(X)=E(X)+g(X),\qquad g=Z+H_{\rm th}-TS .$$

Here $Z$ is the zero-point energy, $H_{\rm th}$ the enthalpy gained between 0 K and $T$, and $S$ the entropy. The unknown is the change of $g$ in the reaction,

$$\Delta g=2g(\mathrm{H_2O})-2g(\mathrm{H_2})-g(\mathrm{O_2}).$$

Hydrogen alone can set the scale: its calculated values are $Z=0.265$ eV and $H_{\rm th}-TS=0.090-0.405=-0.315$ eV at 1 bar.

**Zero-point part.** A stretching frequency is $\omega=\sqrt{\kappa/\mu}$, with force constant $\kappa$ and reduced mass $\mu$. Give every bond the same $\kappa$ and ignore the bending of water. In units of the hydrogen mass, $\mu$ is $1/2$ for H$_2$, $16/17$ for an O–H bond and $8$ for O$_2$. Therefore

$$Z_{\rm OH}\approx0.265\sqrt{\frac{1/2}{16/17}}=0.193\ \text{eV},\qquad
Z_{\rm OO}\approx0.265\sqrt{\frac{1/2}{8}}=0.066\ \text{eV}.$$

Two water molecules contain four O–H bonds, so

$$\Delta Z\approx4(0.193)-2(0.265)-0.066=0.176\ \text{eV}.$$

**Thermal part.** Give every gas molecule at 1 bar the hydrogen value, $-0.315$ eV. Three molecules become two, which costs $+0.315$ eV. The water vapour is dilute, however, and an ideal gas at pressure $p$ has its free energy shifted by $kT\ln(p/1\,\text{bar})$. For two molecules this is

$$2kT\ln0.032=2(0.02569)(-3.442)=-0.177\ \text{eV}.$$

The thermal part is then about $0.315-0.177=0.138$ eV, and the estimate is

$$\Delta g\approx0.176+0.138=0.31\ \text{eV}.$$

The correction should thus be positive and a few tenths of an eV, too large to omit from an oxidation energy.

## Solution within the stated model

### The thermodynamic cycle

The measured number fixes a difference of free energies. Since $W$ is released, the reaction free energy is negative:

$$2G(\mathrm{H_2O,liquid})-2G(\mathrm{H_2})-G(\mathrm{O_2})=-W .$$

Moving $G(\mathrm{O_2})$ to one side gives

$$G(\mathrm{O_2})=W+2G(\mathrm{H_2O,liquid})-2G(\mathrm{H_2}).$$

A liquid and its saturated vapour are in equilibrium, so their free energies per molecule agree:

$$G(\mathrm{H_2O,liquid})=E(\mathrm{H_2O})+g(\mathrm{H_2O},p_s).$$

This avoids a calculation of the liquid. The small effect of raising the pressure on the liquid from $p_s$ to 1 bar is neglected. Inserting $G=E+g$ for each gas and subtracting $g(\mathrm{O_2})$ leaves

$$\boxed{E_{\rm ref}(\mathrm{O_2})=2[E(\mathrm{H_2O})-E(\mathrm{H_2})]+W+\Delta g}$$

$$\Delta g=2g(\mathrm{H_2O},p_s)-2g(\mathrm{H_2},1\,\text{bar})-g(\mathrm{O_2},1\,\text{bar}).$$

The last term enters with a minus sign because the quantity sought is the electronic energy of O$_2$, from which its own nuclear and spin terms have been removed.

### The correction for one molecule

For $N$ identical gas molecules, each with partition function $q$, the Helmholtz free energy is $F=-kT\ln(q^N/N!)$. With $\ln N!\approx N\ln N-N$,

$$F=-NkT\left[\ln\frac qN+1\right].$$

Adding $pV=NkT$ cancels the final 1. If the energies in $q$ are measured from the potential minimum, the Gibbs free energy per molecule above that minimum is

$$g=-kT\ln\frac qN .$$

The partition function factorizes into translation, rotation, vibration and electronic spin.

*Translation.* For mass $m$, integration over momenta gives $q_{\rm tr}=V(mkT/2\pi)^{3/2}$. Since $V/N=kT/p$,

$$\frac{q_{\rm tr}}N=\left(\frac{mkT}{2\pi}\right)^{3/2}\frac{kT}{p}.$$

*Rotation.* A linear molecule with moment of inertia $I$ has levels $BJ(J+1)$, with $B=1/(2I)$ and degeneracy $2J+1$. If $kT\gg B$, the sum becomes an integral over $u=J(J+1)$, with $du=(2J+1)\,dJ$:

$$\int_0^\infty e^{-Bu/kT}\,du=\frac{kT}{B}.$$

Exchange symmetry halves this. In O$_2$ with spinless nuclei, only odd rotational levels occur. In H$_2$, even and odd levels have nuclear-spin weights 1 and 3; after division by the total nuclear-spin degeneracy 4, the average weight is again $1/2$. Hence $q_{\rm rot}=kT/(2B)$. The nuclear-spin factor may be removed because the same hydrogen nuclei occur on both sides of the reaction.

For water, the classical integral over three angles and three angular momenta is

$$\frac{8\pi^2}{(2\pi)^3}(2\pi kT)^{3/2}\sqrt{I_1I_2I_3}.$$

With rotational constants $A_i=1/(2I_i)$, the square root equals $1/\sqrt{8A_1A_2A_3}$. The prefactors reduce to $\sqrt\pi$, and the symmetry factor $1/2$ gives

$$q_{\rm rot}=\frac12\sqrt{\frac{\pi(kT)^3}{A_1A_2A_3}} .$$

*Vibration.* A mode with levels $(n+\frac12)\omega$ gives a geometric series:

$$q_{\rm vib}=\sum_{n=0}^{\infty}e^{-(n+1/2)\omega/kT}
=\frac{e^{-\omega/2kT}}{1-e^{-\omega/kT}} .$$

*Spin.* The ground state of O$_2$ is a triplet, so $q_{\rm el}=3$ when its fine structure is small compared with $kT$. For H$_2$ and H$_2$O, $q_{\rm el}=1$.

Taking the logarithm of the product gives

$$g=\sum_i\left[\frac{\omega_i}{2}+kT\ln(1-e^{-\omega_i/kT})\right]
-kT\ln\frac{q_{\rm tr}}N-kT\ln q_{\rm rot}-kT\ln q_{\rm el}.$$

### Separating enthalpy and entropy

The entropy is $S=-(\partial g/\partial T)_p$. A factor $cT^a$ in $q/N$ contributes $-kT\ln(cT^a)$ to $g$. Differentiation gives

$$S=k[\ln(cT^a)+a],$$

and adding $TS$ to the contribution to $g$ leaves the enthalpy $akT$. Translation has $a=5/2$; rotation has $a=1$ for a linear molecule and $a=3/2$ for water.

For a vibration, write $x=\omega/kT$. Differentiating its part of $g$ gives

$$\frac{S_{\rm vib}}k=\frac{x}{e^x-1}-\ln(1-e^{-x}),\qquad
H_{\rm vib}=kT\frac{x}{e^x-1}.$$

The zero-point term $\omega/2$ does not depend on temperature and enters neither expression. It is counted once, in $Z$. Collecting the enthalpies,

$$H_{\rm th}=kT\left[\frac52+a_{\rm rot}+\sum_i\frac{x_i}{e^{x_i}-1}\right].$$

The spin contributes $k\ln3$ to the entropy of O$_2$ and nothing to its enthalpy.

### Numbers

The harmonic frequencies and geometries at the PBE/def2-SVP level give these values in eV:

| Molecule | $Z$ | $H_{\rm th}$ | $TS$ | $g$ |
|---|---:|---:|---:|---:|
| H$_2$, 1 bar | 0.2650 | 0.0899 | 0.4046 | −0.0497 |
| H$_2$O, 0.032 bar | 0.5635 | 0.1029 | 0.6730 | −0.0067 |
| O$_2$, 1 bar | 0.0998 | 0.0900 | 0.6340 | −0.4441 |

The total correction is

$$\Delta g=2(-0.0067)-2(-0.0497)-(-0.4441)=0.530\ \text{eV}.$$

Its parts are

$$\Delta Z=0.497,\qquad \Delta H_{\rm th}=-0.064,\qquad -T\Delta S=0.097\ \text{eV}.$$

The electronic combination is

$$2[E(\mathrm{H_2O})-E(\mathrm{H_2})]=2(-76.376637+1.165737)=-150.4218\ \text{hartree}.$$

Adding $W+\Delta g=4.92+0.530=5.450$ eV, which is $0.2003$ hartree, gives

$$E_{\rm ref}(\mathrm{O_2})=-150.2215\ \text{hartree}=-4087.74\ \text{eV}.$$

This absolute value belongs to the chosen functional and basis. It must be combined with energies calculated in the same way; with pseudopotentials, for example, the zero of energy is different.

The closed formulas were tested against explicit sums over translational, rotational and vibrational levels. Rebuilding the reaction free energy from those sums gives $-4.916$ eV instead of $-4.920$ eV. The difference comes mainly from the classical rotation of H$_2$, partly offset by that of water. The first quantum correction multiplies $kT/B$ by $1+B/(3kT)$ and so lowers $g$ by about $B/3$. The bond length of 1.452 bohr gives $B\approx7$ meV, hence 2.3 meV per molecule, as found in the level sum.

## Comparison of the estimate with the solution

The scaling estimate, 0.31 eV, has the right sign but is about 40% below the model result of 0.53 eV. Its two parts err in opposite directions.

The zero-point change was estimated as 0.176 eV instead of 0.497 eV. The neglected bend of water, at 1609 cm$^{-1}$, has a zero-point energy of 0.0997 eV, or 0.199 eV for two molecules. The stretches of one water molecule contribute $0.5635-0.0997=0.464$ eV, whereas scaling gave $2(0.193)=0.386$ eV; for two molecules the deficit is 0.155 eV. Finally, the zero-point energy of O$_2$ is 0.100 eV rather than 0.066 eV, which lowers the change by 0.034 eV. Together,

$$0.176+0.199+0.155-0.034=0.496\ \text{eV},$$

which agrees with the solution within rounding. Equal force constants and the neglect of bending therefore account for the whole discrepancy in this part.

The thermal change was estimated as 0.138 eV, but is $-0.064+0.097=0.033$ eV. Heavier molecules have more translational and rotational states than H$_2$. For O$_2$ the translational excess is

$$\tfrac32kT\ln16=0.107\ \text{eV}.$$

The rotational excess is $kT$ times the logarithm of the ratio of moments of inertia:

$$kT\ln\left[16\left(\frac{2.2934}{1.4519}\right)^2\right]=0.095\ \text{eV}.$$

Spin adds $kT\ln3=0.028$ eV. These sum to 0.230 eV, so O$_2$ has a thermal free energy of about $-0.545$ eV, not $-0.315$ eV. Water at 1 bar has $0.1029-0.6730+0.0884=-0.482$ eV, an excess of 0.167 eV over H$_2$. The correction to the estimate is

$$-2(0.167)+0.230=-0.104\ \text{eV},$$

which brings 0.138 eV down to the calculated 0.033 eV within rounding.

## What consistency requires

### Pressure and temperature

The small thermal change depends on the low vapour pressure of water. If $W=4.92$ eV is combined with $g(\mathrm{H_2O},1\,\text{bar})$, the reference is too high by

$$-2kT\ln0.032=0.177\ \text{eV}.$$

A pressure of 1 bar is permissible if the measured number is converted as well. For gaseous water at 1 bar, the free energy released is

$$W_{\rm gas}=4.92-0.177=4.743\ \text{eV}.$$

The rise in $\Delta g$ then cancels the fall in $W$, and $E_{\rm ref}$ is unchanged. An electronic energy cannot depend on the pressure chosen for the thermodynamic cycle.

The zero-temperature limit gives a second case. There $H_{\rm th}$ and $TS$ vanish, and only the electronic and zero-point terms remain. The electronic reaction energy with the reference is $-(W+\Delta g)=-5.450$ eV, so for separate, gaseous water molecules

$$\Delta H(0\,\text{K})=-5.450+0.497=-4.953\ \text{eV per O}_2 .$$

This is a prediction of the model from the room-temperature input. A cycle at 0 K would have to use this energy, not 4.92 eV, to recover the same $E_{\rm ref}$.

### Omitted terms

Errors below are the faulty reference minus the consistent one.

- Omitting all of $\Delta g$ gives $-0.530$ eV.
- Omitting only the zero-point terms gives $-0.497$ eV.
- Omitting only the thermal enthalpies gives $+0.064$ eV.
- Omitting only the $TS$ terms gives $-0.097$ eV.
- Using $G(\mathrm{O_2})$ as if it were $E(\mathrm{O_2})$ gives $-0.444$ eV.
- Omitting the spin entropy of O$_2$ gives $-0.028$ eV.

Keeping zero-point energies but omitting both thermal terms gives an error of only $-0.033$ eV. This is a cancellation at the stated temperature and pressures, not a general reason to omit them: with water vapour at 1 bar and $W_{\rm gas}$ as input, the omitted part would be $0.033+0.177=0.210$ eV.

If a later calculation needs the free energy of O$_2$ at another pressure, $g(\mathrm{O_2},p)$ is added to $E_{\rm ref}$ once. Adding it to a number that is already $G(\mathrm{O_2})$ counts it twice.

## Comparison with the direct oxygen energy

The direct triplet calculation gives $E_{\rm dir}(\mathrm{O_2})=-150.2489$ hartree. Its $\langle S^2\rangle=2.004$ is close to the value 2 of a pure triplet. Define

$$\Delta=E_{\rm ref}-E_{\rm dir}.$$

The direct energy gives an electronic reaction energy of $-4.706$ eV, against $-5.450$ eV with the reference. Since O$_2$ is a reactant, its energy enters with a minus sign, and

$$\Delta=-4.706-(-5.450)=0.744\ \text{eV per O}_2 .$$

With the direct energy, the calculated free energy of water formation is $-4.176$ eV, so the reaction is too weak by the same 0.744 eV relative to the measured input.

This number is not the error of PBE for O$_2$ alone. It is the mismatch between the whole calculated reaction and the measured input, including any error in $\Delta g$, and is assigned to oxygen by construction. It is also sensitive to the basis: with def2-SVP energies, $\Delta$ is 1.143 eV, a change of 0.40 eV. The def2-TZVP value is not converged either. At the same geometries, larger bases lower $\Delta$ to about 0.42 eV (def2-TZVPPD) and 0.46 eV (def2-QZVPP), mainly because they lower the energy of water more than that of O$_2$. Roughly 0.3 eV of the 0.744 eV is therefore basis incompleteness rather than functional error.

For an oxidation reaction that consumes one O$_2$, replacing $E_{\rm dir}$ by $E_{\rm ref}$ changes the reaction energy by $-\Delta=-0.744$ eV. The energy of dissociative adsorption per oxygen atom contains $-\frac12E(\mathrm{O_2})$ and changes by $-\Delta/2=-0.372$ eV. Oxidation thus appears more exothermic. These shifts belong to def2-TZVP and carry its basis error for water, which an oxide or adsorbate need not share; in the larger bases they are near $-0.45$ and $-0.2$ eV. Errors in the metal, the oxide or the adsorbed atom are not removed.

The sticking of an intact molecule needs more care. Far from the surface, the calculated energy of the combined system tends to $E_{\rm surface}+E_{\rm dir}$, provided no charge moves between the parts. With PBE this requires the Fermi level of the surface to lie below the empty $\pi^*$ level of O$_2$, about 4.5 eV under vacuum. For a metal of lower work function, a spurious fractional charge transfer lowers the limit further. Measured from $E_{\rm surface}+E_{\rm ref}$, this is $-\Delta=-0.744$ eV: a molecule that does not interact with the surface would seem bound. An entrance barrier must therefore be measured from the directly calculated separated system. The water-based reference serves the energy balance between O$_2$ and its reaction products; it does not correct the potential energy along the approach.

## Accuracy

Raising $p_s$ by 0.001 bar raises $E_{\rm ref}$ by 1.6 meV. Rounding $W$ to two decimals leaves up to 5 meV, and classical rotation contributes about 4 meV. Anharmonicity and the use of PBE/def2-SVP geometries and frequencies add errors that have not been evaluated here. Since $\Delta Z$ is the largest part of $\Delta g$, a uniform 2% error in all frequencies would change the reference by about 0.01 eV. The effects estimated here are small compared with the 0.40 eV basis dependence of $\Delta$, which is the first thing to reduce in a more accurate calculation. The numerical output below lists the values used.

## Values computed for the example and the checks

```
temperature 298.15 K; kT = 0.02569 eV
input: water-formation free energy released = 4.92 eV per O2
input: rough water vapour pressure = 0.032 bar
geometry and frequencies: PBE/def2-SVP
H2: bond length = 1.4519 bohr
H2: frequencies = 4275 cm^-1
H2O: bond length = 1.8419 bohr
H2O: frequencies = 1609, 3690, 3790 cm^-1
O2: bond length = 2.2934 bohr
O2: frequencies = 1610 cm^-1
H2O: bond angle = 102.04 degrees
electronic energies: PBE/def2-TZVP at these geometries
E(H2) = -1.165737 hartree
E(H2O) = -76.376637 hartree
E(O2) = -150.248858 hartree
O2 spin expectation <S^2> = 2.0043
thermal terms in eV: ZPE, H_th, TS, g, g from level sums
H2 at 1.000 bar: 0.2650, 0.0899, 0.4046, -0.0497, -0.0520
H2O at 0.032 bar: 0.5635, 0.1029, 0.6730, -0.0067, -0.0071
O2 at 1.000 bar: 0.0998, 0.0900, 0.6340, -0.4441, -0.4442
reaction change of ZPE = 0.4970 eV
reaction change of H_th = -0.0641 eV
reaction change of -TS = 0.0971 eV
reaction change of g = 0.5300 eV
2[E(H2O)-E(H2)] = -150.421801 hartree
E_ref(O2) = -150.221515 hartree = -4087.736 eV
electronic reaction energy with E_ref = -5.4500 eV per O2
electronic reaction energy with direct O2 = -4.7060 eV per O2
reaction free energy with direct O2 = -4.1760 eV per O2
reaction free energy rebuilt from level sums = -4.9160 eV
E_ref - E_direct, def2-TZVP = 0.7440 eV per O2
E_ref - E_direct, def2-TZVP = 0.3720 eV per O atom
E_ref - E_direct, def2-SVP = 1.1430 eV per O2
errors in E_ref (wrong minus consistent), eV:
all thermal and zero-point terms omitted: -0.5300
only H_th omitted: 0.0641
only ZPE omitted: -0.4970
only TS omitted: -0.0971
G(O2) mistaken for E(O2): -0.4441
water vapour taken at 1 bar: 0.1769
O2 spin entropy omitted: -0.0282
change of E_ref for +0.001 bar vapour pressure: 0.0016 eV
```
